\section*{The first moment of $\alpha^2F$ and the McMillan--Hopfield form of $\lambda$, part 1}

(Sections cited here and not found follow in the second part.)

A calculation of the electron--phonon coupling constant $\lambda$ has an electronic part, the matrix elements of the potential change caused by moving an atom, and a lattice part, the phonon frequencies and polarisations. Suppose the lattice part must be replaced, because a branch came out too soft or because force constants fitted to measured dispersions are preferred. One must then decide what may be kept and what must be redone, and in particular whether an average frequency read from the new phonon density of states is enough to update $\lambda$. The decision rests on one exact property of the Eliashberg function: at fixed electronic states and fixed matrix elements its first moment does not depend on the force constants. That moment may be kept. The average frequency that turns it into $\lambda$ is weighted by the coupling and must be recomputed.

\subsection{Assumptions and normal modes}

The crystal has $N_c$ cells at lattice vectors $\mathbf R_l$, with periodic boundary conditions, and $n$ atoms per cell, labelled $\kappa$, of mass $M_\kappa$. The metal is non-magnetic and has no spin--orbit coupling, so scattering conserves spin and one spin direction is treated. The lattice is harmonic and stable, with real force constants $\Phi(l\kappa\alpha,l'\kappa'\beta)$ that are symmetric under exchange of the two index sets and depend only on $l'-l$; $\alpha,\beta$ are Cartesian. Phonon energies are $E=\hbar\omega$. Define
\begin{equation}
\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_l \Phi(0\kappa\alpha,l\kappa'\beta)\,e^{i\mathbf q\cdot\mathbf R_l},\qquad
D_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\frac{\Phi_{\kappa\alpha,\kappa'\beta}(\mathbf q)}{\sqrt{M_\kappa M_{\kappa'}}}.
\label{eq:D}
\end{equation}
Symmetry and translation give $\Phi(0\kappa\alpha,l\kappa'\beta)=\Phi(l\kappa'\beta,0\kappa\alpha)=\Phi(0\kappa'\beta,-l\,\kappa\alpha)$. Conjugating the transposed element of \eqref{eq:D} and relabelling $l\to-l$ then returns the original element, so $D(\mathbf q)$ is Hermitian. It has $3n$ orthonormal eigenvectors, $D\,e_\nu=\omega_{\mathbf q\nu}^2e_\nu$, with $\omega^2_{\mathbf q\nu}>0$ by stability except for three rigid translations at $\mathbf q=0$. Let $U$ be the square matrix whose columns are the $e_\nu$. Orthonormality is $U^\dagger U=1$. For a finite square matrix a left inverse is also a right inverse, so $UU^\dagger=1$, which in components is completeness:
\begin{equation}
\sum_{\nu=1}^{3n} e_{\kappa\alpha,\nu}(\mathbf q)\,e^*_{\kappa'\beta,\nu}(\mathbf q)=\delta_{\kappa\kappa'}\delta_{\alpha\beta}.
\label{eq:complete}
\end{equation}
The eigenvectors depend on $\Phi$; the right side of \eqref{eq:complete} does not.

Since $\Phi$ is real, $D(-\mathbf q)=D^*(\mathbf q)$, and one may choose $e_\nu(-\mathbf q)=e^*_\nu(\mathbf q)$. Expand the displacements as
\begin{equation}
u_{l\kappa\alpha}=\frac{1}{\sqrt{N_cM_\kappa}}\sum_{\mathbf q\nu}e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_l}\,X_{\mathbf q\nu},\qquad X^\dagger_{\mathbf q\nu}=X_{-\mathbf q\nu}.
\label{eq:u}
\end{equation}
In the kinetic energy $\tfrac12\sum M_\kappa\dot u^2$ the masses cancel, the lattice sum $\sum_le^{i(\mathbf q+\mathbf q')\cdot\mathbf R_l}=N_c\delta_{\mathbf q',-\mathbf q}$ cancels $1/N_c$, and orthonormality leaves $\tfrac12\sum\dot X^\dagger\dot X$. In the potential energy the same lattice sum produces $e_{\nu'}^\dagger De_\nu=\omega_\nu^2\delta_{\nu\nu'}$ and leaves $\tfrac12\sum\omega^2X^\dagger X$. The momentum conjugate to $X_{\mathbf q\nu}$ is $P_{\mathbf q\nu}=\dot X_{-\mathbf q\nu}$. The operator $a_{\mathbf q\nu}=\sqrt{\omega/2\hbar}\,(X_{\mathbf q\nu}+iP_{-\mathbf q\nu}/\omega)$ has $[a,a^\dagger]=(\omega/2\hbar)(\hbar/\omega+\hbar/\omega)=1$, and $a^\dagger_{-\mathbf q\nu}=\sqrt{\omega/2\hbar}\,(X_{\mathbf q\nu}-iP_{-\mathbf q\nu}/\omega)$. Adding the two and using $\hbar/2\omega=\hbar^2/2E$,
\begin{equation}
X_{\mathbf q\nu}=\sqrt{\frac{\hbar^2}{2E_{\mathbf q\nu}}}\,\bigl(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}\bigr).
\label{eq:X}
\end{equation}

\subsection{Matrix elements and the Eliashberg function}

The coupling is taken to first order in the displacements, $\delta V=\sum u_{l\kappa\alpha}\,\partial V/\partial u_{l\kappa\alpha}$, with $V$ the self-consistent one-electron potential and its derivative the static one. Let $\psi_{n\mathbf k}$ be Bloch functions normalised to one per cell, and let
\begin{equation}
I_{\kappa\alpha}(m\mathbf k',n\mathbf k)=\int\! d^3r\;\psi^*_{m\mathbf k'}\,\frac{\partial V}{\partial u_{0\kappa\alpha}}\,\psi_{n\mathbf k}
\label{eq:I}
\end{equation}
over all space, for the single atom $\kappa$ in cell $0$. For the atom in cell $l$ the derivative is the same function shifted by $\mathbf R_l$; substituting $\mathbf r\to\mathbf r+\mathbf R_l$ and using the Bloch property gives the factor $e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf R_l}$. States normalised over the crystal are $\psi/\sqrt{N_c}$ and add $1/N_c$. Inserting \eqref{eq:u} and \eqref{eq:X}, the sum $\sum_le^{i(\mathbf q-\mathbf k'+\mathbf k)\cdot\mathbf R_l}$ equals $N_c$ for $\mathbf q=\mathbf k'-\mathbf k$ modulo a reciprocal vector and zero otherwise. The powers of $N_c$ combine to $N_c^{-1/2}N_c^{-1}N_c$, so
\begin{align}
\langle m\mathbf k'|\delta V|n\mathbf k\rangle&=\frac{1}{\sqrt{N_c}}\sum_\nu g_\nu\,\bigl(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}\bigr),\nonumber\\
g_\nu&=\sqrt{\frac{\hbar^2}{2E_{\mathbf q\nu}}}\sum_{\kappa\alpha}\frac{e_{\kappa\alpha,\nu}(\mathbf q)\,I_{\kappa\alpha}}{\sqrt{M_\kappa}} .
\label{eq:g}
\end{align}

Measure electron energies $\varepsilon$ from $E_F$. The density of states per spin per cell is $N=N_c^{-1}\sum_{n\mathbf k}\delta(\varepsilon_{n\mathbf k})$, and the double Fermi-surface average is
\begin{equation}
\langle A\rangle=\frac{1}{N_c^2N^2}\sum_{n\mathbf k,\,m\mathbf k'}\delta(\varepsilon_{n\mathbf k})\,\delta(\varepsilon_{m\mathbf k'})\,A,\qquad\langle1\rangle=1 .
\label{eq:avg}
\end{equation}
The Eliashberg function is the squared crystal matrix element $|g_\nu|^2/N_c$, summed over final states at $E_F$ and over modes of energy $E$, and averaged over the $N_cN$ initial states per unit energy at $E_F$. The prefactor is $1/(N_c^2N)$, which by \eqref{eq:avg} gives
\begin{equation}
\alpha^2F(E)=N\Bigl\langle\sum_\nu|g_\nu|^2\,\delta(E-E_{\mathbf q\nu})\Bigr\rangle,\qquad
\lambda=2\int_0^\infty\!\frac{\alpha^2F(E)}{E}\,dE .
\label{eq:a2F}
\end{equation}
These are the definitions used here; $\alpha^2F$ and $\lambda$ are dimensionless. Placing both electron states at $E_F$ neglects the phonon energy against the energy scale over which bands and matrix elements vary.

\subsection{The first moment}

Let $M_1=\int_0^\infty E\,\alpha^2F(E)\,dE$. The delta function in \eqref{eq:a2F} sets $E=E_{\mathbf q\nu}$, and the weights in \eqref{eq:avg} carry no mode index, so the mode sum can be done first, for each pair of electron states separately: $M_1=N\langle\sum_\nu E_{\mathbf q\nu}|g_\nu|^2\rangle$. By \eqref{eq:g}, $|g_\nu|^2\propto1/E_{\mathbf q\nu}$, and the energy cancels:
\begin{align}
\sum_\nu E_{\mathbf q\nu}|g_\nu|^2
&=\frac{\hbar^2}{2}\sum_{\kappa\alpha,\kappa'\beta}\frac{I_{\kappa\alpha}I^*_{\kappa'\beta}}{\sqrt{M_\kappa M_{\kappa'}}}\sum_\nu e_{\kappa\alpha,\nu}e^*_{\kappa'\beta,\nu}\nonumber\\
&=\sum_\kappa\frac{\hbar^2|\mathbf I_\kappa|^2}{2M_\kappa},
\label{eq:pair}
\end{align}
where the last step is \eqref{eq:complete} and $|\mathbf I_\kappa|^2=\sum_\alpha|I_{\kappa\alpha}|^2$. Averaging,
\begin{equation}
M_1=\sum_\kappa\frac{\hbar^2\eta_\kappa}{2M_\kappa},\qquad \eta_\kappa=N\langle|\mathbf I_\kappa|^2\rangle .
\label{eq:M1}
\end{equation}
Neither frequencies nor eigenvectors remain. Physically, a soft mode has a large zero-point amplitude, $\propto1/E$ in the square, and weighting by $E$ gives every mode the same amplitude; a complete set of equal-amplitude modes is equivalent to moving each atom independently along each axis. Equation \eqref{eq:pair} did not use the shape of the electronic delta functions, so it holds equally when they are smeared.

The three zero modes at $\mathbf q=0$ are absent from $\alpha^2F$ but present in \eqref{eq:complete}, so their term in \eqref{eq:pair} must be shown to vanish. For them $e_{\kappa\alpha}/\sqrt{M_\kappa}$ is independent of $\kappa$, and the term contains $\sum_\kappa\mathbf I_\kappa$ at $\mathbf k'=\mathbf k$, which is the response to a rigid shift $\mathbf u$ of the whole crystal. The shifted Hamiltonian is $THT^{-1}$ with $T=e^{-i\mathbf u\cdot\mathbf p/\hbar}$, so $\delta H=-(i/\hbar)[\mathbf u\cdot\mathbf p,H]$ and $\langle m|\delta H|n\rangle=-(i/\hbar)(\varepsilon_n-\varepsilon_m)\,\mathbf u\cdot\mathbf p_{mn}$. This is zero for two eigenstates at the same energy $E_F$. With smeared deltas the two energies can differ, and \eqref{eq:M1} then exceeds the true moment by this interband term; it involves only the pairs with $\mathbf k'=\mathbf k$, whose weight in \eqref{eq:avg} falls as $1/N_c$ at fixed smearing, and it does not depend on $\Phi$.

\subsection{Elemental metal}

With $M_\kappa=M$, \eqref{eq:M1} becomes $M_1=\hbar^2\eta/2M$ with $\eta=\sum_\kappa\eta_\kappa$, the Hopfield parameter. To see that $\eta$ does not depend on the choice of cell, normalise the states to one per atom: $\psi^{\rm at}=\sqrt n\,\psi$, so by \eqref{eq:I} $\mathbf I^{\rm at}_\kappa=n\mathbf I_\kappa$, and the density of states per atom is $N^{\rm at}=N/n$. Then
\begin{equation}
\eta=nN^{\rm at}\sum_\kappa\frac{\langle|\mathbf I^{\rm at}_\kappa|^2\rangle}{n^2}=N^{\rm at}\langle I^2\rangle,\qquad
\langle I^2\rangle\equiv\frac1n\sum_\kappa\langle|\mathbf I^{\rm at}_\kappa|^2\rangle .
\label{eq:eta}
\end{equation}
Define the average squared phonon energy as a ratio of moments of $\alpha^2F$,
\begin{equation}
\hbar^2\langle\omega^2\rangle\equiv\langle E^2\rangle=\frac{\int E\,\alpha^2F\,dE}{\int\alpha^2F\,dE/E}=\frac{2M_1}{\lambda},
\label{eq:E2}
\end{equation}
where the brackets on $E^2$ and $\omega^2$ denote this ratio and not the average \eqref{eq:avg}. Solving for $\lambda$ and inserting $M_1=\hbar^2\eta/2M$, the factors $2$ and $\hbar^2$ cancel:
\begin{equation}
\lambda=\frac{\eta}{M\langle\omega^2\rangle}=\frac{N^{\rm at}\langle I^2\rangle}{M\langle\omega^2\rangle}.
\label{eq:MH}
\end{equation}
The step from \eqref{eq:E2} to $\lambda=2M_1/\langle E^2\rangle$ is a rearranged definition; the content of \eqref{eq:MH} is \eqref{eq:M1}, which makes the numerator electronic.

The denominator is not a property of the phonons alone. Writing $\alpha^2F/E=(E\,\alpha^2F)/E^2$ in \eqref{eq:E2} shows that $1/\langle E^2\rangle$ is the mean of $1/E^2$ with the normalised weight $E\,\alpha^2F/M_1$. It follows that $\langle E^2\rangle$ cannot exceed the largest coupled $E^2$, and that for an Einstein spectrum at $E_0$ it equals $E_0^2$. A second form comes from doing the integral for $\lambda$ in \eqref{eq:a2F}. With \eqref{eq:g}, $2|g_\nu|^2/E_{\mathbf q\nu}=\omega_{\mathbf q\nu}^{-2}|\sum e\,I/\sqrt M|^2$. The pairs with $\mathbf q=0$, where $D$ is singular, are left out. They are a fraction $1/N_c$ of all pairs by count, but their weight in \eqref{eq:avg} is larger because the average is concentrated at $E_F$: for one band and Gaussian deltas of width $\sigma$ it is about $1/(2\sqrt\pi\,\sigma NN_c)$, and it is $0.057$ against $1/64=0.016$ in the tight-binding model below. It vanishes as $N_c\to\infty$ at fixed $\sigma$. For $\mathbf q\neq0$ the spectral form $\sum_\nu e_\nu e_\nu^\dagger/\omega_\nu^2=D^{-1}$, with $(D^{-1})_{\kappa\alpha,\kappa'\beta}=\sqrt{M_\kappa M_{\kappa'}}\,(\Phi^{-1})_{\kappa\alpha,\kappa'\beta}$ from \eqref{eq:D}, cancels the masses:
\begin{equation}
\lambda=N\Bigl\langle\sum_{\kappa\alpha,\kappa'\beta}I_{\kappa\alpha}\,[\Phi(\mathbf q)^{-1}]_{\kappa\alpha,\kappa'\beta}\,I^*_{\kappa'\beta}\Bigr\rangle .
\label{eq:inv}
\end{equation}
For one atom per cell, inversion symmetry makes $\Phi(\mathbf q)$ real and symmetric, and \eqref{eq:inv} is $N\langle\mathbf I^\dagger\Phi^{-1}\mathbf I\rangle$. In the harmonic, static-coupling regime $\lambda$ is therefore independent of the isotopic mass, and $M\langle\omega^2\rangle=\eta/\lambda$ is an effective spring constant. A uniform scaling $\Phi\to s\Phi$ gives $\lambda\to\lambda/s$ exactly; other changes in general require a new evaluation of \eqref{eq:inv}, or of the equivalent mode sum, with the stored $I$. The mean of $M\omega^2$ over the phonon density of states is, for one atom per cell, the zone average of $\tfrac13{\rm Tr}\,\Phi(\mathbf q)$. It contains no $I$ and in general differs from $M\langle\omega^2\rangle$.

At fixed electronic states and matrix elements, the first moment $M_1$ does not depend on the force constants, while the coupling-weighted $\langle\omega^2\rangle$ that turns it into $\lambda$ must be recomputed when they change. What remains is to show where this result fails and to work through a free-electron fcc example.
